# Separating cutoff and k-mesh errors in a minimum-cost convergence search: a program that tests the result

```python
"""Two-parameter convergence search for a plane-wave band energy.

Result under test: for a filled band in a fixed periodic potential,
  |E(c,n) - E(C,N)| <= A(c) + S(c) + |b(n)| + S(c0),
where E(c,n) is the energy per cell at cutoff c on an n*n*n mesh,
C and N are the top rungs, a_c(k) is the cutoff error at k relative to C,
A(c) is the mean of a_c on a cheap mesh n0, S(c) is the spread
(max - min) of a_c over k, and b(n) = E(c0,n) - E(c0,N).
The search picks the cheapest (c,n) whose bound meets the tolerance.
Energies are in eV outside the Hamiltonian, hartree inside it.
"""
import itertools
from collections import Counter
from fractions import Fraction
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from scipy.sparse.linalg import LinearOperator, eigsh

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10

lattice_A, depth_eV, width_A = 3.0, 40.0, 0.8
tolerance = 0.005
cutoffs = list(range(40, 241, 20)) + [300]
meshes = [2, 3, 4, 5, 6, 7, 8, 10]
cheap_mesh = 4
TOP_C, TOP_N = len(cutoffs) - 1, meshes[-1]

a = lattice_A / BOHR
depth = depth_eV / HARTREE
width = width_A / BOHR
b_unit = 2 * np.pi / a
G_ALL = np.array(list(itertools.product(range(-7, 8), repeat=3)))
# Fourier coefficient of the well as a function of the integer |G|^2
V_TABLE = (-depth * (2 * np.pi) ** 1.5 * width**3 / a**3
           * np.exp(-0.5 * (b_unit * width) ** 2 * np.arange(700)))


def hamiltonian(k, cutoff_eV):
    """Plane-wave matrix at fractional k, ordered by kinetic energy."""
    kinetic = 0.5 * b_unit**2 * ((G_ALL + np.array(k, float)) ** 2).sum(1)
    order = np.argsort(kinetic, kind="stable")
    order = order[kinetic[order] <= cutoff_eV / HARTREE + 1e-9]
    g, kinetic = G_ALL[order], kinetic[order]
    norm = (g**2).sum(1)
    h = V_TABLE[norm[:, None] + norm[None, :] - 2 * g @ g.T]
    h[np.diag_indices(len(g))] += kinetic
    return kinetic, h


def band_energy(k, cutoff_list):
    """Energy of the doubly filled lowest band and basis sizes."""
    kinetic, h = hamiltonian(k, max(cutoff_list))
    energies, sizes = [], []
    for c in cutoff_list:
        m = int(np.searchsorted(kinetic, c / HARTREE + 1e-9, side="right"))
        low = eigh(h[:m, :m], eigvals_only=True, subset_by_index=[0, 0])[0]
        energies.append(2 * low * HARTREE)
        sizes.append(m)
    return np.array(energies), np.array(sizes)


def fold(index, n):
    """Cubic-symmetry representative of a mesh point."""
    return tuple(sorted(min(Fraction(i, n), 1 - Fraction(i, n))
                        for i in index))


def irreducible(n):
    return Counter(fold(i, n) for i in itertools.product(range(n), repeat=3))


points = {n: irreducible(n) for n in meshes}
bands, basis = {}, {}
for n in meshes:
    for k in points[n]:
        if k not in bands:
            bands[k], basis[k] = band_energy(k, cutoffs)


def mesh_average(data, n):
    return sum(w * data[k] for k, w in points[n].items()) / n**3


energy = {n: mesh_average(bands, n) for n in meshes}
mean_size = mesh_average(basis, cheap_mesh)

# ---- the search: uses only the cutoff ladder on cheap_mesh ...
sampled = np.array([bands[k] - bands[k][TOP_C] for k in points[cheap_mesh]])
A = energy[cheap_mesh] - energy[cheap_mesh][TOP_C]
S = sampled.max(0) - sampled.min(0)
calm = [i for i in range(TOP_C) if S[i] <= tolerance / 10]
assert calm, f"cutoff ladder too short, spreads in eV: {S}"
c0 = calm[0]
# ---- ... and the mesh ladder at the moderate cutoff c0
b = {n: energy[n][c0] - energy[TOP_N][c0] for n in meshes}


def cost(i, n, g):
    return len(points[n]) * float(mean_size[i]) ** g


def search(g):
    best = None
    for n in meshes[:-1]:
        room = tolerance - abs(b[n]) - S[c0]
        for i in range(TOP_C):
            if A[i] + S[i] <= room:
                if best is None or cost(i, n, g) < cost(*best, g):
                    best = (i, n)
                break
    assert best is not None, f"ladders too short: A {A}, S {S}, b {b}"
    return best


chosen = {g: search(g) for g in (1, 3)}

# ---- audit with the full table, which the search does not need
reference = energy[TOP_N][TOP_C]
every = np.array([bands[k] - bands[k][TOP_C] for k in bands])
S_full = every.max(0) - every.min(0)
assert every.min() > -1e-8  # a smaller basis never lowers the energy
pairs = [(i, n) for n in meshes[:-1] for i in range(TOP_C)]
error, cut_part, mesh_part, cross = {}, {}, {}, {}
missed = 0
for i, n in pairs:
    error[i, n] = energy[n][i] - reference
    cut_part[i, n] = energy[TOP_N][i] - reference
    mesh_part[i, n] = energy[n][TOP_C] - reference
    cross[i, n] = error[i, n] - cut_part[i, n] - mesh_part[i, n]
    assert abs(cross[i, n]) <= S_full[i] + 1e-8
    rigorous = A[i] + S_full[i] + abs(b[n]) + S_full[c0]
    assert abs(error[i, n]) <= rigorous + 1e-8
    missed += abs(error[i, n]) > A[i] + S[i] + abs(b[n]) + S[c0]
for g in chosen:
    assert abs(error[chosen[g]]) <= tolerance
lucky = sum(abs(error[p]) <= tolerance
            < abs(cut_part[p]) + abs(mesh_part[p]) for p in pairs)
honest = [p for p in pairs if abs(cut_part[p]) + abs(mesh_part[p])
          + abs(cross[p]) <= tolerance]
corner = (energy[cheap_mesh][TOP_C] + energy[TOP_N][c0]
          - energy[cheap_mesh][c0])
assert abs(corner - reference) <= S_full[c0] + 1e-8

# ---- plane waves against a real-space Fourier grid with summed images
M, k_test = 14, (0.3, 0.2, 0.1)
x = np.arange(M) * a / M
well = sum(np.exp(-(x - s * a) ** 2 / (2 * width**2)) for s in range(-3, 5))
v_grid = -depth * np.einsum("i,j,k->ijk", well, well, well)
freq = np.fft.fftfreq(M, 1 / M)
px, py, pz = np.meshgrid(*[(freq + q) * b_unit for q in k_test],
                         indexing="ij")
t_grid = 0.5 * (px**2 + py**2 + pz**2)


def apply_h(vector):
    psi = vector.reshape(M, M, M)
    return (np.fft.ifftn(t_grid * np.fft.fftn(psi)) + v_grid * psi).ravel()


operator = LinearOperator((M**3, M**3), matvec=apply_h, dtype=complex)
start = np.exp(v_grid / v_grid.min()).ravel().astype(complex)
grid_low = eigsh(operator, k=1, which="SA", ncv=40, tol=1e-9, v0=start,
                 return_eigenvectors=False)[0].real * 2 * HARTREE
wave_low = band_energy(k_test, [cutoffs[TOP_C]])[0][0]
assert abs(grid_low - wave_low) < 1e-3

# ---- symmetry-reduced mesh against the unreduced mesh
i100 = cutoffs.index(100)
plain = np.mean([band_energy(np.array(i) / 3, [100])[0][0]
                 for i in itertools.product(range(3), repeat=3)])
assert abs(plain - energy[3][i100]) < 1e-6

# ---- aliasing: mesh error of n=3 from Fourier coefficients on n=10
full = np.array([bands[fold(i, TOP_N)][TOP_C] for i in
                 itertools.product(range(TOP_N), repeat=3)])
coeff = np.fft.fftn(full.reshape((TOP_N,) * 3)).real / TOP_N**3
alias = sum(coeff[r] for r in itertools.product((0, 3, -3), repeat=3)
            if r != (0, 0, 0))
direct = energy[3][TOP_C] - reference
# neglected: coefficients at six or more lattice steps
assert abs(alias - direct) < 0.1 * abs(direct)

# ---- the band energy jumps where plane waves cross the cutoff sphere
radius = np.sqrt(2 * cutoffs[0] / HARTREE) / b_unit
x_cross = np.sqrt(radius**2 - 1) - 1
sides = [band_energy((x_cross + d, 0, 0), [cutoffs[0], cutoffs[TOP_C]])[0]
         for d in (-1e-6, 1e-6)]
jump_low, jump_top = sides[1] - sides[0]
assert jump_low > 1e-3 and abs(jump_top) < 1e-4
noise_low = max(abs(energy[n][0] - energy[TOP_N][0]) for n in (7, 8))
noise_top = max(abs(energy[n][TOP_C] - reference) for n in (7, 8))
assert noise_low > noise_top

# ---- remainder beyond the top rungs
beyond = [(w, band_energy(k, [300, 450])[0]) for k, w in points[2].items()]
rest_c = sum(w * (e[0] - e[1]) for w, e in beyond) / 8
finer = sum(w * band_energy(k, [cutoffs[c0]])[0][0]
            for k, w in irreducible(12).items()) / 12**3
rest_n = energy[TOP_N][c0] - finer
assert abs(rest_c) < tolerance / 10 and abs(rest_n) < tolerance / 10

# ---- the filled band is separated from the empty ones
levels = np.array([eigh(hamiltonian(k, 300)[1], eigvals_only=True,
                        subset_by_index=[0, 1]) for k in points[cheap_mesh]])
gap = (levels[:, 1].min() - levels[:, 0].max()) * HARTREE
band_width = np.ptp(levels[:, 0]) * HARTREE
assert gap > 0

# ---- smooth guide: exponential fits, numerical optimum against the rule
slope_c, start_c = np.polyfit(cutoffs[:TOP_C], np.log(A[:TOP_C]), 1)
slope_n, start_n = np.polyfit(meshes[:-1],
                              np.log([abs(b[n]) for n in meshes[:-1]]), 1)
guide = {}
for g in (1, 3):
    def place(share):
        c = (np.log(share * tolerance) - start_c) / slope_c
        n = (np.log((1 - share) * tolerance) - start_n) / slope_n
        return c, n

    def log_cost(share):
        c, n = place(share)
        return 1.5 * g * np.log(c) + 3 * np.log(n)

    share = minimize_scalar(log_cost, bounds=(1e-4, 1 - 1e-4),
                            method="bounded", options={"xatol": 1e-10}).x
    c, n = place(share)
    rule = (1.5 * g / (-slope_c * c)) / (3 / (-slope_n * n))
    assert abs(share / (1 - share) / rule - 1) < 1e-3
    guide[g] = (share, c, n)

# ---- output
print(f"lattice {lattice_A} A, depth {depth_eV} eV, width {width_A} A")
print(f"tolerance {1e3 * tolerance:.1f} meV per cell")
print(f"band width {band_width:.3f} eV, gap on n=4 mesh {gap:.3f} eV")
print(f"Fourier grid {grid_low:.6f} eV, plane waves {wave_low:.6f} eV")
print("cutoff eV | mean N_pw | A meV | S sampled meV | S all k meV")
for i in range(TOP_C):
    print(f"{cutoffs[i]:4d} {mean_size[i]:7.1f} {1e3 * A[i]:10.4f}"
          f" {1e3 * S[i]:10.4f} {1e3 * S_full[i]:10.4f}")
print(f"moderate cutoff c0 {cutoffs[c0]} eV")
print("mesh n | irreducible k | b meV | true B meV")
for n in meshes[:-1]:
    print(f"{n:2d} {len(points[n]):3d} {1e3 * b[n]:11.4f}"
          f" {1e3 * (energy[n][TOP_C] - reference):11.4f}")
for g in (1, 3):
    i, n = p = chosen[g]
    bound = A[i] + S[i] + abs(b[n]) + S[c0]
    print(f"g={g}: chosen cutoff {cutoffs[i]} eV, mesh {n},"
          f" cost {cost(i, n, g):.4g}")
    print(f"  bound {1e3 * bound:.4f} meV, true error"
          f" {1e3 * error[p]:.4f} meV")
    print(f"  true parts: cutoff {1e3 * cut_part[p]:.4f}, mesh"
          f" {1e3 * mesh_part[p]:.4f}, cross {1e3 * cross[p]:.4f} meV")
    i, n = min(honest, key=lambda q: cost(*q, g))
    print(f"  cheapest by full table: {cutoffs[i]} eV, mesh {n},"
          f" cost {cost(i, n, g):.4g}")
    share, c, n = guide[g]
    print(f"  smooth guide: cutoff share {share:.3f}, c {c:.1f} eV,"
          f" n {n:.2f}")
print(f"fit decay: {-slope_c:.4f} per eV, {-slope_n:.4f} per mesh step")
print(f"pairs {len(pairs)}, above sampled bound {missed},"
      f" passing by cancellation {lucky}")
print(f"E top corner {reference:.6f} eV, estimate {corner:.6f} eV")
print(f"aliasing n=3: sum {1e3 * alias:.3f}, direct"
      f" {1e3 * direct:.3f} meV")
print(f"jump at sphere crossing, 40 eV: {1e3 * jump_low:.3f} meV")
print(f"  at k = {x_cross:.4f} of 2 pi/a along x")
print(f"mesh scatter n=7,8: {1e3 * noise_low:.4f} meV at 40 eV,"
      f" {1e3 * noise_top:.4f} at 300 eV")
print(f"beyond top rungs: cutoff {1e3 * rest_c:.5f},"
      f" mesh {1e3 * rest_n:.5f} meV")
used = {(i, cheap_mesh) for i in range(TOP_C + 1)} | {(c0, n) for n in meshes}
table = [(i, n) for i in range(TOP_C + 1) for n in meshes]
for g in (1, 3):
    part = sum(cost(*p, g) for p in used) / sum(cost(*p, g) for p in table)
    print(f"search cost / full table cost, g={g}: {part:.3f}")
print("no test failed")
```

Running it gives:

```
lattice 3.0 A, depth 40.0 eV, width 0.8 A
tolerance 5.0 meV per cell
band width 3.900 eV, gap on n=4 mesh 5.706 eV
Fourier grid -29.950914 eV, plane waves -29.950914 eV
cutoff eV | mean N_pw | A meV | S sampled meV | S all k meV
  40    16.0  1299.4770  3181.7889  3207.6985
  60    28.7   313.7878   165.4451   321.7229
  80    43.8    86.9764    73.0631    91.5543
 100    60.7    25.4390    23.7319    33.5712
 120    80.3     7.2362     8.3067    11.4544
 140   103.4     1.8293     5.1667     5.1667
 160   125.4     0.5708     0.2775     0.5426
 180   147.8     0.2065     0.1747     0.2010
 200   172.9     0.0681     0.0875     0.1035
 220   201.5     0.0212     0.0238     0.0348
 240   227.0     0.0079     0.0229     0.0229
moderate cutoff c0 160 eV
mesh n | irreducible k | b meV | true B meV
 2   4    253.1223    253.2381
 3   4    -26.6465    -26.5772
 4  10      3.3457      3.3909
 5  10     -0.4825     -0.4809
 6  20      0.0638      0.0730
 7  20     -0.0223     -0.0117
 8  35      0.0040      0.0019
g=1: chosen cutoff 160 eV, mesh 4, cost 1254
  bound 4.4714 meV, true error 3.9617 meV
  true parts: cutoff 0.6160, mesh 3.3909, cross -0.0452 meV
  cheapest by full table: 140 eV, mesh 5, cost 1034
  smooth guide: cutoff share 0.297, c 148.1 eV, n 4.10
g=3: chosen cutoff 160 eV, mesh 4, cost 1.971e+07
  bound 4.4714 meV, true error 3.9617 meV
  true parts: cutoff 0.6160, mesh 3.3909, cross -0.0452 meV
  cheapest by full table: 140 eV, mesh 5, cost 1.106e+07
  smooth guide: cutoff share 0.596, c 136.5 eV, n 4.40
fit decay: 0.0600 per eV, 1.8312 per mesh step
pairs 77, above sampled bound 0, passing by cancellation 1
E top corner -28.779066 eV, estimate -28.779021 eV
aliasing n=3: sum -26.662, direct -26.577 meV
jump at sphere crossing, 40 eV: 519.784 meV
  at k = 0.1804 of 2 pi/a along x
mesh scatter n=7,8: 23.4013 meV at 40 eV, 0.0117 at 300 eV
beyond top rungs: cutoff 0.00043, mesh -0.00454 meV
search cost / full table cost, g=1: 0.140
search cost / full table cost, g=3: 0.092
no test failed
```
